# Linear lowering of a hafnia switching barrier by an electric field: verification in Python

```python
# Result under test: in a field E the switching barrier of a cell of volume V
# falls, to first order, by V*E*dP, with dP = P(saddle) - P(well) along E.
# For 134 cubic angstrom, 0.5 C/m^2 and 1 MV/cm this is about 42 meV.
# Double-well model: U = U0*(1-p^2)^2, p = P/P0, field energy -W*p, W = V*E*P0.
# The initial well is p = -1, the zero-field saddle is p = 0, E points to +p.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import fsolve

e, eps0, kB, hbar = const.e, const.epsilon_0, const.k, const.hbar

# Inputs in SI units; the barrier is in eV
volume = 134e-30
delta_P = 0.5
field = 1e8
U0 = 0.4
temperature = 300.0
kT = kB * temperature / e
breakdown_field = 4e8      # rough typical size

# Linear estimate
dipole_e_nm = volume * delta_P / e * 1e9
W = volume * field * delta_P / e
assert abs(1000 * W - 42) < 0.5

# Source work: a charged sheet moves between plates held at fixed voltage
def left_plate_charge(node, sheet_density, voltage, gap, n=200):
    h = gap / n
    matrix = (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
              + np.diag(np.ones(n - 2), -1))
    rhs = np.zeros(n - 1)
    rhs[0] -= voltage
    rhs[node - 1] -= sheet_density * h / eps0
    potential = np.linalg.solve(matrix, rhs)
    return eps0 * (voltage - potential[0]) / h

gap, sheet = 10e-9, 0.3
voltage = field * gap
charge_flow = (left_plate_charge(130, sheet, voltage, gap)
               - left_plate_charge(70, sheet, voltage, gap))
source_work = voltage * charge_flow
mean_P_change = sheet * (60 * gap / 200) / gap
assert abs(source_work / (gap * field * mean_P_change) - 1) < 1e-6

# Barrier slope and curvature in an asymmetric model with two polar modes
dipole_vector = np.array([1.0, 0.4])

def energy_2d(x, w):
    p, q = x
    return (0.4 * (1 - p**2)**2 + 0.05 * p + 0.3 * q * p**2 + 0.1 * q * p
            + q**2 - w * dipole_vector @ x)

def gradient_2d(x, w):
    p, q = x
    return np.array([-1.6 * p * (1 - p**2) + 0.05 + 0.6 * q * p + 0.1 * q,
                     0.3 * p**2 + 0.1 * p + 2 * q]) - w * dipole_vector

def hessian_2d(x):
    p, q = x
    return np.array([[-1.6 + 4.8 * p**2 + 0.6 * q, 0.6 * p + 0.1],
                     [0.6 * p + 0.1, 2.0]])

def stationary_2d(w):
    well = fsolve(gradient_2d, [-1.03, -0.1], args=(w,), xtol=1e-12)
    saddle = fsolve(gradient_2d, [0.03, 0.0], args=(w,), xtol=1e-12)
    return well, saddle

def barrier_2d(w):
    well, saddle = stationary_2d(w)
    return energy_2d(saddle, w) - energy_2d(well, w)

well2, saddle2 = stationary_2d(0.0)
assert np.all(np.linalg.eigvalsh(hessian_2d(well2)) > 0)
assert np.sum(np.linalg.eigvalsh(hessian_2d(saddle2)) < 0) == 1
step = 1e-3
slope_numeric = (barrier_2d(step) - barrier_2d(-step)) / (2 * step)
slope_formula = -dipole_vector @ (saddle2 - well2)
assert abs(slope_numeric - slope_formula) < 1e-4
curv_numeric = (barrier_2d(step) - 2 * barrier_2d(0.0)
                + barrier_2d(-step)) / step**2

def response(x):
    return dipole_vector @ np.linalg.solve(hessian_2d(x), dipole_vector)

curv_formula = -(response(saddle2) - response(well2))
assert abs(curv_numeric - curv_formula) < 1e-3
assert response(saddle2) < 0 < response(well2)

# Polarization branch: four O ions of charge -2e move along a cell edge
edge_nm = 0.5
shift_nm = -dipole_e_nm / 8
path = np.linspace(0, 1, 101)
starts = np.array([0.07, 0.19, 0.31, 0.43])
ionic_sum = np.array([np.sum(-2 * (starts + t * shift_nm)) for t in path])
phase = np.angle(np.exp(2j * np.pi * ionic_sum / edge_nm))
followed = np.unwrap(phase)
followed_dipole = (followed[-1] - followed[0]) * edge_nm / (2 * np.pi)
end_phase = np.angle(np.exp(1j * (phase[-1] - phase[0])))
nearest_dipole = end_phase * edge_nm / (2 * np.pi)
assert abs(followed_dipole - dipole_e_nm) < 1e-9
assert abs(followed_dipole - nearest_dipole - edge_nm) < 1e-9
field_V_nm = field * 1e-9
wrong_branch_energy = nearest_dipole * field_V_nm

# Full double well in the field
def well_energy(p, w):
    return U0 * (1 - p**2)**2 - w * p

def well_and_saddle(w):
    roots = np.sort(np.roots([4 * U0, 0, -4 * U0, -w]).real)
    return roots[0], roots[1]

p_well, p_saddle = well_and_saddle(W)
full_barrier = well_energy(p_saddle, W) - well_energy(p_well, W)
full_reduction = U0 - full_barrier
quadratic = 3 * W**2 / (16 * U0)
assert abs(full_reduction - (W - quadratic)) < 1e-5
assert full_reduction < W
chi_well = volume * delta_P**2 / (8 * U0 * e * eps0)
chi_saddle = -volume * delta_P**2 / (4 * U0 * e * eps0)
tiny = 1e-4
pw_plus, ps_plus = well_and_saddle(tiny)
pw_minus, ps_minus = well_and_saddle(-tiny)
to_chi = volume * delta_P**2 / (e * eps0)
assert abs((pw_plus - pw_minus) / (2 * tiny) * to_chi / chi_well - 1) < 1e-4
assert abs((ps_plus - ps_minus) / (2 * tiny) * to_chi / chi_saddle - 1) < 1e-4

# Field at which the uniform double well loses its barrier
grid = np.linspace(-1, 0, 200001)
W_critical = np.max(-4 * U0 * grid * (1 - grid**2))
assert abs(W_critical - 8 * U0 / (3 * np.sqrt(3))) < 1e-8
uniform_coercive = field * W_critical / W
assert uniform_coercive > breakdown_field > field

# Rate factor: saddle weight over well integral, with and without field
def relative_rate(w):
    pw, ps = well_and_saddle(w)
    base = well_energy(pw, w)
    integral = quad(lambda p: np.exp(-(well_energy(p, w) - base) / kT),
                    -1.8, ps, points=[pw], limit=200)[0]
    return np.exp(-(well_energy(ps, w) - base) / kT) / integral

rate_linear = np.exp(W / kT)
rate_full = relative_rate(W) / relative_rate(0.0)
# Curvature and prefactor changes are each a few per cent
assert abs(rate_full / rate_linear - 1) < 0.10

# Uncompensated interface layer in series with the film
d_film, d_layer, eps_film, eps_layer = 10e-9, 0.5e-9, 30.0, 20.0
stack_voltage = field * (d_film + d_layer)

def film_field(P):
    matrix = np.array([[eps_film, -eps_layer], [d_film, d_layer]])
    return np.linalg.solve(matrix, np.array([-P / eps0, stack_voltage]))[0]

denominator = eps_layer * d_film + eps_film * d_layer
applied_part = eps_layer * stack_voltage / denominator
depolarizing = d_layer * delta_P / (eps0 * denominator)
layer_shift = 0.5 * volume * depolarizing * delta_P / e
layer_linear = volume * applied_part * delta_P / e
path_work = volume * quad(film_field, -delta_P, 0)[0] / e
assert abs(path_work - layer_shift - layer_linear) < 1e-8

# Tunnelling near the barrier top, four oxygen ions moving together
mass = 4 * 15.999 * const.atomic_mass
omega = np.sqrt(4 * U0 * e / (mass * (shift_nm * 1e-9)**2))
x = hbar * omega / (kT * e)
tunnel_factor = quad(lambda u: np.exp(-u) / (1 + np.exp(-2 * np.pi * u / x)),
                     -U0 / kT, 40, points=[0], limit=200)[0]
assert abs(tunnel_factor - (x / 2) / np.sin(x / 2)) < 1e-5

tilted = W * np.cos(np.pi / 4)

print(f"cell volume: {volume*1e30:.0f} cubic angstrom")
print(f"polarization change, well to saddle: {delta_P*100:.0f} uC/cm2")
print(f"field in the film: {field/1e8:.1f} MV/cm")
print(f"same field: {field_V_nm:.2f} V/nm")
print(f"cell dipole change: {dipole_e_nm:.4f} e nm")
print(f"linear barrier reduction: {1000*W:.2f} meV")
print(f"same reduction: {W*e:.3e} J")
print(f"reduction for 10 cells in step: {10000*W:.0f} meV")
print(f"two-mode model, slope from barriers: {slope_numeric:.5f}")
print(f"two-mode model, slope from dipoles: {slope_formula:.5f}")
print(f"cell edge for branch test: {edge_nm:.2f} nm")
print(f"oxygen shift size, nominal charge: {abs(shift_nm):.4f} nm")
print(f"nearest-branch dipole (wrong): {nearest_dipole:.4f} e nm")
print(f"nearest-branch reduction (wrong): {1000*wrong_branch_energy:.2f} meV")
print(f"model zero-field barrier: {1000*U0:.0f} meV")
print(f"model susceptibility at well: {chi_well:.2f}")
print(f"model susceptibility at saddle: {chi_saddle:.2f}")
print(f"second-order correction: {1000*quadratic:.2f} meV")
print(f"full double-well reduction: {1000*full_reduction:.2f} meV")
print(f"barrier left in the field: {1000*full_barrier:.1f} meV")
print(f"uniform coercive field: {uniform_coercive/1e8:.1f} MV/cm")
print(f"rough breakdown field (input): {breakdown_field/1e8:.0f} MV/cm")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {1000*kT:.2f} meV")
print(f"reduction divided by kT: {W/kT:.3f}")
print(f"rate factor, linear estimate: {rate_linear:.2f}")
print(f"rate factor, full well integral: {rate_full:.2f}")
print(f"reduction at 45 degree tilt: {1000*tilted:.1f} meV")
print(f"film thickness: {d_film*1e9:.1f} nm")
print(f"interface layer thickness: {d_layer*1e9:.1f} nm")
print(f"relative permittivity, film background: {eps_film:.0f}")
print(f"relative permittivity, interface layer: {eps_layer:.0f}")
print(f"applied part of film field: {applied_part/1e8:.3f} MV/cm")
print(f"linear reduction with layer: {1000*layer_linear:.1f} meV")
print(f"depolarizing field at well: {depolarizing/1e8:.2f} MV/cm")
print(f"zero-field barrier shift by layer: {-1000*layer_shift:.1f} meV")
print(f"tunnelling rate factor: {tunnel_factor:.3f}")
print("every check passed")
```

It prints:

```
cell volume: 134 cubic angstrom
polarization change, well to saddle: 50 uC/cm2
field in the film: 1.0 MV/cm
same field: 0.10 V/nm
cell dipole change: 0.4182 e nm
linear barrier reduction: 41.82 meV
same reduction: 6.700e-21 J
reduction for 10 cells in step: 418 meV
two-mode model, slope from barriers: -1.10533
two-mode model, slope from dipoles: -1.10533
cell edge for branch test: 0.50 nm
oxygen shift size, nominal charge: 0.0523 nm
nearest-branch dipole (wrong): -0.0818 e nm
nearest-branch reduction (wrong): -8.18 meV
model zero-field barrier: 400 meV
model susceptibility at well: 7.38
model susceptibility at saddle: -14.76
second-order correction: 0.82 meV
full double-well reduction: 40.99 meV
barrier left in the field: 359.0 meV
uniform coercive field: 14.7 MV/cm
rough breakdown field (input): 4 MV/cm
temperature: 300 K
thermal energy kT: 25.85 meV
reduction divided by kT: 1.618
rate factor, linear estimate: 5.04
rate factor, full well integral: 4.78
reduction at 45 degree tilt: 29.6 meV
film thickness: 10.0 nm
interface layer thickness: 0.5 nm
relative permittivity, film background: 30
relative permittivity, interface layer: 20
applied part of film field: 0.977 MV/cm
linear reduction with layer: 40.8 meV
depolarizing field at well: 1.31 MV/cm
zero-field barrier shift by layer: -27.5 meV
tunnelling rate factor: 1.024
every check passed
```
